# Second-order dipole and two-phonon infrared absorption in silicon

## 1. What symmetry permits

The Born charge of atom $a$ is the tensor $Z_{a,\alpha\beta}=\partial P_\alpha/\partial u_{a\beta}$. Here $P$ is the dipole of the crystal at zero macroscopic field, $u_{a\beta}$ is a displacement, and the electrons follow the nuclei adiabatically. Algebra is in atomic units; numbers are in eV and Å.

Three symmetries of the ideal diamond lattice act in turn.

1. The tetrahedral symmetry of a site makes the tensor isotropic, $Z_a=z_a\mathbf 1$. It does not make it vanish.
2. Inversion about a bond centre exchanges the sublattices A and B. It reverses both $P$ and $u$, so $z_A=z_B$.
3. A rigid translation of a neutral crystal produces no dipole, so $z_A+z_B=0$.

Together these give $z_A=z_B=0$. The zero needs inversion: zinc blende has the same site symmetry and charged atoms.

With no linear term, the dipole begins at second order:

$$P_\alpha=\tfrac12\sum_{a\beta,b\gamma}M_{\alpha;a\beta,b\gamma}\,u_{a\beta}u_{b\gamma},\qquad
Z_{a,\alpha\beta}(u)=\sum_{b\gamma}M_{\alpha;a\beta,b\gamma}\,u_{b\gamma}.$$

The second equation is the derivative of the first. The factor $\tfrac12$ disappears because $M$ is a mixed second derivative, symmetric under $a\beta\leftrightarrow b\gamma$, so each $u$ contributes equally. A displacement therefore induces charges linear in $u$, and a second displacement acting on those charges makes a dipole.

Infrared light carries almost no wavevector, so the two displacements must belong to phonons $\mathbf q$ and $-\mathbf q$. For $N$ primitive cells, write the displacement in cell $\mathbf R$ as $N^{-1/2}\sum_{\mathbf qj}\mathbf e_a(\mathbf qj)Q_{\mathbf qj}e^{i\mathbf q\cdot\mathbf R}$, with polarization vectors normalized over the two atoms of the cell. Then

$$P_\alpha=\tfrac12\sum_{\mathbf q jj'}m^\alpha_{jj'}(\mathbf q)\,Q_{\mathbf qj}Q_{-\mathbf qj'} .$$

Inversion turns a wave $\mathbf q$ into a wave $-\mathbf q$. On a nondegenerate branch, $Q_{\mathbf q}\to\eta Q_{-\mathbf q}$ and $Q_{-\mathbf q}\to\eta^*Q_{\mathbf q}$ with $|\eta|=1$. The product $Q_{\mathbf q}Q_{-\mathbf q}$ is unchanged while $P$ changes sign, so $m_{jj}=0$. At this order an overtone of a nondegenerate branch is silent, and absorption needs two different branches.

## 2. The displacement that induces nothing

Let each sublattice move rigidly, and consider the part of $P_z$ quadratic in $x$ and $y$ displacements.

- The fourfold rotation-reflection about $z$ through an A atom sends $x\to y$, $y\to-x$, $P_z\to-P_z$. It forbids $x_A^2+y_A^2$ and permits $x_Ay_A$. It would also permit $x_A^2-y_A^2$, but this changes sign under the mirror $x\leftrightarrow y$, while $P_z$ does not.
- Bond-centre inversion, $\mathbf u_A\leftrightarrow-\mathbf u_B$ with $P_z\to-P_z$, gives $x_By_B$ the opposite coefficient. It also forbids $x_Ax_B$ and $y_Ay_B$.
- Inversion would permit $x_Ay_B-y_Ax_B$, but this changes sign under the mirror while $P_z$ does not.

What remains is $P_z=c\,(x_Ay_A-x_By_B)$. Add a translation $\mathbf w$ to both sublattices. The dipole changes by $c[(x_A-x_B)w_y+(y_A-y_B)w_x]$, which must vanish for every $\mathbf w$; hence $c=0$.

The zone-centre optical mode thus induces no charge. This also follows directly: a relative shift of the sublattices retains the bond-centre inversions, and the argument of Section 1 still applies. Charges can be induced only by a pattern that removes some of those inversions.

## 3. Transverse phonons at X

Take $\mathbf q=(0,0,2\pi/a)$, with $a$ the cubic lattice constant. The displacement changes sign between successive A layers half a lattice constant apart. Let $x_A,\dots,z_B$ be the normalized amplitudes. The operations used in Section 2 either preserve this pattern or change the sign of the B amplitudes; the AA and BB terms are unaffected by that sign, and the inversion and mirror, which excluded the AB terms, preserve the pattern. So the same form survives:

$$P_z=m_0\,(x_Ay_A-x_By_B).$$

Rigid translation is not a pattern at X, so nothing now forces the coefficient to vanish.

The phonon patterns follow from a valence force field,

$$V=\frac{3\alpha}{2d^2}\sum_{\rm bonds}(\mathbf t\cdot\Delta\mathbf u)^2+\frac{3\beta}{8d^2}\sum_{\rm angles}\big[\delta(\mathbf t_1\cdot\mathbf t_2)\big]^2 ,$$

where $\mathbf t=(a/4)(s_x,s_y,s_z)$ runs from A to B, $d^2=3(a/4)^2$, and $s_xs_ys_z=1$. Let A atoms move by $X$ along $x$ and B atoms by $Y$ along $y$. The B atom at the end of $\mathbf t$ has phase $s_z$, so

$$\mathbf t\cdot\Delta\mathbf u=\tfrac a4(s_ys_zY-s_xX)=\tfrac a4s_x(Y-X).$$

Four bonds per cell give a stretching energy $2\alpha(Y-X)^2$. For an angle at A,

$$\delta(\mathbf t_1\cdot\mathbf t_2)=\tfrac a4\big[(s_{y1}s_{z2}+s_{y2}s_{z1})Y-(s_{x1}+s_{x2})X\big].$$

This equals $\mp\tfrac a2(X+Y)$ for the two pairs of bonds with equal $s_x$, and zero for the other four. The bending energy is $\beta(X+Y)^2$ at A and, by inversion combined with the mirror $x\leftrightarrow y$, the same at B. With $T_1=(X+Y)/\sqrt2$ and $O_1=(X-Y)/\sqrt2$,

$$V=4\beta T_1^2+4\alpha O_1^2,\qquad M\omega_T^2=8\beta,\quad M\omega_O^2=8\alpha ,$$

where $M$ is the atomic mass. The soft combination is TA and the stiff one TO. The mirror $x\leftrightarrow y$ gives their partners, $T_2,O_2=(y_A\pm x_B)/\sqrt2$. A twofold rotation about $x$ through an A atom preserves $x_A$ and $y_B$ but reverses $y_A$ and $x_B$, so the two sets do not mix; a twofold rotation about $z$ separates both from the longitudinal amplitudes. Substitution gives

$$P_z=\tfrac{m_0}{2}\big[(T_1+O_1)(T_2+O_2)-(T_2-O_2)(T_1-O_1)\big]=m_0(T_1O_2+O_1T_2).$$

The products $T_1T_2$ and $O_1O_2$ cancel. TO+TA absorbs; the TO and TA overtones do not, even though each level is doubly degenerate.

## 4. Sizes in a tight-binding crystal

The coefficients need an electronic model. I use orthogonal nearest-neighbour s and p orbitals with round parameters: $E_s=-7.2$ and $E_p=0$ eV; hoppings $ss$, $sp$, $pp\sigma$, $pp\pi$ of $-2.0$, 2.5, 4.5, $-1.1$ eV, varying as the inverse square of bond length; and $a=5.43$ Å. Each ion core has charge 4, and the position operator is diagonal in the orbitals.

First-order perturbation theory for the electronic dipole gives, in units of $e$,

$$Z_{a,\alpha\beta}=(4-N_a)\delta_{\alpha\beta}-4\,{\rm Re}\Big\langle\sum_{vc}x^\alpha_{vc}\frac{\langle c|\partial H/\partial u_{a\beta}|v\rangle}{E_v-E_c}\Big\rangle_{\mathbf k}.$$

Here $v$ and $c$ label filled and empty bands, and $N_a$ is the electron number on the atom. One factor 2 is spin; the other comes from the two conjugate terms of the perturbed expectation value. The first term is the core and its electrons carried along rigidly. The interband position element follows from the velocity $i[H,x]$. The average uses a $6\times6\times6$ mesh for the eight-atom cubic cell, which contains the X patterns. Numerical differentiation of $Z$ with respect to $u$ gives $M$.

**Inversion.** Raising one sublattice's orbital energies by 0.5 eV and lowering the other's by as much leaves the sites tetrahedral, but the charges become $+0.597$ and $-0.597\,e$. With equal sublattices they vanish to rounding error.

**The moved atom.** Displace one atom per cubic cell along $x$. Its own $zy$ charge element changes by $-1.271\,e/$Å: moving it next along $y$ would create a dipole along $z$. A displacement of 0.01 Å gives a charge of magnitude $0.0127\,e$, and 0.02 Å gives $0.0254\,e$, as linearity requires.

**Second neighbours.** The other three A atoms in the cell, each summed over its periodic images, share $+1.271\,e/$Å in this element. The cancellation is the condition $c=0$ of Section 2, since a sum over one sublattice is its rigid motion.

**Nearest neighbours.** Inversion about a bond makes the pair term antisymmetric in the two displacements, so it depends on $\mathbf u_A\times\mathbf u_B$. The threefold axis and mirrors of the bond leave one polar vector linear in that product:

$$\mathbf P_{AB}=\tau\,\hat{\mathbf t}\times(\mathbf u_A\times\mathbf u_B)=\tau\big[\mathbf u_A(\hat{\mathbf t}\cdot\mathbf u_B)-\mathbf u_B(\hat{\mathbf t}\cdot\mathbf u_A)\big].$$

For $\mathbf u_A$ along $x$ the charge matrix on B is $\tau(\delta_{\alpha x}\hat t_\gamma-\hat t_x\delta_{\alpha\gamma})$. Its $zy$ element is zero. Its squared norm is $\tau^2(1+1-\tfrac23)=\tfrac43\tau^2$. The computed norm is $0.044\,e/$Å, so $|\tau|=0.038\,e/$Å. This $\tau$ includes the periodic images, which share the symmetry of the bond. In a 64-atom cell, where the images are twice as far apart, the norm on a nearest neighbour is $0.10\,e/$Å, still small beside $1.90\,e/$Å on the moved atom. The moved atom's own $zy$ element also depends on the cell: it is $-1.34\,e/$Å in the 64-atom cell, against $-1.271$ in the cubic one. There the twelve true second neighbours supply $+1.19$ of the cancelling sum and more distant A atoms the rest. In this unscreened model the moved atom and its second neighbours carry most of the effect; Section 7 shows that the nearest-neighbour part is sensitive to screening.

## 5. Assembling the X couplings

In the normalized amplitudes, $m_0$ is the sum of the $zy$ elements over A atoms, weighted by their phases at X. Let $\mu_3$ belong to the second neighbour in the same $z$ layer, with phase $+1$. The other two have phase $-1$ and, by the $x\leftrightarrow y$ mirror and the symmetry of $M$, a common value $\mu_1$. Then

$$2\mu_1+\mu_3=1.271,\qquad m_0=-1.271+\mu_3-2\mu_1=-4\mu_1 .$$

The computed $m_0=-2.225\,e/$Å gives $\mu_1=0.556$ and $\mu_3=0.16\,e/$Å. The moved atom contributes $-1.271$ and the second neighbours $-0.954$, each summed with its periodic images in the cubic cell. At the zone centre these two contributions cancel; at X the alternating phases make them add.

A separate calculation uses no induced charges: it displaces the atoms and evaluates the Berry-phase polarization. It also gives $m_0=-2.225\,e/$Å. Refining the mesh from 6 to 8 points per direction shifts $|m_0|$ by $3\times10^{-5}\,e/$Å.

The longitudinal phonons, a degenerate pair L at X, provide a second case. Paired with transverse modes they give a dipole along $x$ or $y$. The A atoms contribute $c'y_Az_A$ to $P_x$. Rotating the axes cyclically changes which neighbour has which element, so

$$c'=-1.271+\mu_1-\mu_3-\mu_1=-1.43\ e/\text{Å}.$$

The term between the two sublattices, periodic images included, no longer cancels. Summed over four bonds with phases $s_z$, it is $\tau'(x_Az_B-x_Bz_A)$ with $\tau'=4\tau/\sqrt3$, so $|\tau'|=0.088\,e/$Å. Inserting the modes gives

$$\begin{aligned}P_x={}&\tfrac{z_A}{\sqrt2}\big[(c'-\tau')T_2+(c'+\tau')O_2\big]\\&+\tfrac{z_B}{\sqrt2}\big[(c'+\tau')O_1-(c'-\tau')T_1\big].\end{aligned}$$

With the equal contribution from $P_y$, the root-sum-square couplings are $\sqrt2|c'+\tau'|$ for TO+L and $\sqrt2|c'-\tau'|$ for L+TA. The computed $\tau'$ is negative, like $c'$, so these are 2.15 and 1.90 $e/$Å; direct evaluation gives 2.146 and 1.896. The charge induced on the opposite sublattice therefore accounts for the difference between the two bands' couplings. The sign of $\tau'$, and with it the order of the two bands, holds only for the unscreened model (Section 7). The corresponding TO+TA value is $\sqrt2|m_0|=3.147\,e/$Å.

## 6. From dipole to absorption

Each oscillator supplies a matrix element $\sqrt{n+1}\,(2M\omega)^{-1/2}$ when a phonon is created and $\sqrt n\,(2M\omega)^{-1/2}$ when one is destroyed. Absorption minus stimulated emission has the factor

$$(n_T+1)(n_O+1)-n_Tn_O=1+n_T+n_O .$$

In a field $E\cos\omega t$, the golden rule gives an absorbed power $\tfrac{\pi}{2}\omega E^2\sum_f|P_f|^2\delta(\omega-\omega_f)$. Equating it to the macroscopic loss $\Omega\omega\varepsilon_2E^2/8\pi$ in volume $\Omega$ yields

$$\varepsilon_2=\frac{4\pi^2}{\Omega}\sum_f|P_f|^2\delta(\omega-\omega_f),\qquad \kappa=\frac{\omega\varepsilon_2}{n_rc},$$

where $\kappa$ is the absorption coefficient and $n_r$ the refractive index, for weak absorption.

Force constants $\alpha=2.8$ and $\beta=0.3$ eV/Å$^2$, chosen to give rough silicon energies, and a mass of 28.09 u give 0.0577 eV for TO and 0.0189 eV for TA. The pair energy is 0.0766 eV, or 618 cm$^{-1}$. The zero-point amplitudes are 0.0359 and 0.0627 Å, so one allowed pair has transition dipole

$$2.225\times0.0359\times0.0627=0.0050\ e\,\text{Å}.$$

For an estimate, assign the X coupling to every $\mathbf q$, average over the three X directions, and spread the pair energies over 0.01 eV. Two mode pairs contribute, so the strength per primitive cell is

$$\tfrac23(2.225)^2(0.0359)^2(0.0627)^2=1.67\times10^{-5}\ e^2\text{Å}^2 .$$

At 300 K, $n_T=0.928$ and $n_O=0.120$, giving a thermal factor 2.048. With $e^2=14.4$ eV Å and a cell volume $a^3/4=40.0$ Å$^3$,

$$\varepsilon_2=\frac{4\pi^2(14.4)(1.67\times10^{-5})(2.048)}{40.0\times0.01}=0.049 .$$

For $n_r=3.4$ this is $\kappa\approx56$ cm$^{-1}$. At low temperature the thermal factor tends to 1 and the estimate falls to about 27 cm$^{-1}$, with energies, width and index held fixed.

The same $m_0$ permits a difference process, destroying a TA phonon and creating a TO phonon. Its factor is $n_T(n_O+1)-(n_T+1)n_O=n_T-n_O=0.808$ at 300 K, and it vanishes on cooling.

Another route to two phonons would be a one-phonon dipole followed by anharmonic decay. It starts from the equilibrium Born charge, so it is absent here.

## 7. Weighing the omissions

**Higher orders.** For TO+TA patterns with rms atomic displacement 0.1 Å, the dipole departs from the quadratic law by 0.07% of its value in one combination of the degenerate partners and by 0.23% in another.

**Electronic parameters.** These matter far more. Changing one assumption at a time takes $|m_0|$ from 2.225 to 3.209 $e/$Å if hopping falls as the inverse cube of bond length, to 1.961 with an intra-atomic s–p dipole of 0.5 Å, and to 2.492 with $sp$ hopping 2.2 eV. Since $\kappa\propto m_0^2$, the first change alone doubles the absorption.

**Screening.** A twofold rotation about $z$ through an atom reverses transverse displacements but not its electron number, so transverse X modes cause no first-order site charging. Second-order site potentials do not help either: a scalar potential on a tetrahedral site cannot select a dipole direction. Screening by site charges thus leaves the TO+TA coupling unchanged at this order. L modes do charge the sites at first order, and their couplings change strongly. Let each atom's orbital energies rise by 5 eV per excess electron, solved self-consistently. Then $m_0$ stays at $-2.225\,e/$Å, but $c'$ becomes $-1.22$ and $\tau'$ changes sign to $+0.43\,e/$Å. TO+L falls to 1.12 and L+TA rises to 2.33 $e/$Å, which reverses their order. The nearest-neighbour norm in the cubic cell, equal to $|\tau'|/2$, grows from 0.044 to about $0.21\,e/$Å. The L couplings of Section 5 illustrate the assembly and do not predict silicon. Dipolar local fields are omitted throughout.

**The real crystal.** Silicon has a two-phonon band near 610 cm$^{-1}$, with a room-temperature absorption of very roughly 10 cm$^{-1}$. The model's position reflects the chosen force constants; its strength is several times too large. The model's smallest direct gap, 3.9 eV at the zone centre and 4.2 eV on the mesh, is also wider than silicon's. Using one coupling and one width for the whole zone is a further crude step, and the calculation does not separate these causes. Doped wafers also contain free carriers. For $10^{15}$ cm$^{-3}$, mobility 1400 cm$^2$/Vs and mass $0.26\,m_e$, the high-frequency Drude formula adds 0.043 cm$^{-1}$. At fixed mobility this grows in proportion to density, reaching about 4 cm$^{-1}$ at $10^{17}$ cm$^{-3}$. Real mobility falls with doping, which raises the absorption further: with 720 cm$^2$/Vs the same formula gives about 8 cm$^{-1}$, no longer negligible beside the lattice band. These carrier figures are only rough guides. They use the static mobility, while the photon energy here is about three times $k_BT$ and the carriers need not scatter as they do in a static field; absorption in a real wafer can be several times larger.
